# Acoustic-Deformation-Potential Mobility from the Golden Rule, with its First Inelastic Correction: a numerical check

```python
"""
Acoustic-deformation-potential mobility of a nondegenerate isotropic band.
Result under test (atomic units, T means k_B times temperature):
    mu0 = (2 sqrt(2 pi) / 3) c / (D^2 m^(5/2) T^(3/2)),
with first inelastic correction mu = mu0 [1 + (23/18) m s^2 / T].
m: band mass, D: deformation potential, rho: mass density,
s: longitudinal sound speed, c = rho s^2: elastic constant.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants


def elastic_rate(energy, m, T, D, c):
    return np.sqrt(2.0) * m**1.5 * D**2 * T * np.sqrt(energy) / (np.pi * c)


def mobility_formula(m, T, D, c):
    return 2 * np.sqrt(2 * np.pi) / 3 * c / (D**2 * m**2.5 * T**1.5)


def inelastic_mobility(m, T, D, c, s, n_basis=6):
    """Galerkin solution of the linearized Boltzmann equation.

    Full Bose factors and exact energy conservation are kept.
    Returns the mobility and the relative asymmetry of the matrix.
    """
    rho = c / s**2
    a = m * s
    k_max = np.sqrt(2 * m * T * 40.0)
    edges = [0.0, a, 2 * a, 6 * a, k_max]
    k_parts, w_parts = [], []
    for lo, hi, count in zip(edges[:-1], edges[1:], [60, 60, 60, 160]):
        x, w = np.polynomial.legendre.leggauss(count)
        k_parts.append(lo + (hi - lo) * (x + 1) / 2)
        w_parts.append(w * (hi - lo) / 2)
    k = np.concatenate(k_parts)
    weight = np.concatenate(w_parts) * k**4 * np.exp(-k**2 / (2 * m * T))
    weight /= weight.sum()
    powers = np.arange(-1, n_basis - 1)
    basis = np.array([(k**2 / (2 * m * T))**(p / 2) for p in powers])
    x, w = np.polynomial.legendre.leggauss(60)
    kk = k[:, None]
    out_rate = np.zeros_like(k)
    gain = np.zeros_like(basis)
    for sign in (1, -1):  # +1 absorption, -1 emission
        if sign == 1:
            q_lo, q_hi = 2 * np.maximum(a - k, 0), 2 * (a + k)
        else:
            q_lo, q_hi = np.zeros_like(k), 2 * np.maximum(k - a, 0)
        width = (q_hi - q_lo)[:, None]
        q = np.maximum(q_lo[:, None] + width * (x + 1) / 2, 1e-100)
        bose = 1 / np.expm1(s * q / T)
        if sign == -1:
            bose = bose + 1
        kernel = D**2 * m / (4 * np.pi * rho * s * kk) * q**2 * bose
        kernel = kernel * w * width / 2
        k_new2 = np.maximum(kk**2 + sign * 2 * a * q, 1e-100)
        projection = (kk**2 + k_new2 - q**2) / (2 * kk**2)
        out_rate += kernel.sum(axis=1)
        for j, p in enumerate(powers):
            final = (k_new2 / (2 * m * T))**(p / 2)
            gain[j] += (kernel * projection * final).sum(axis=1)
    matrix = (basis * weight) @ (out_rate * basis - gain).T
    source = basis @ weight
    scale = np.sqrt(np.outer(np.diag(matrix), np.diag(matrix)))
    asymmetry = np.max(np.abs(matrix - matrix.T) / scale)
    return source @ np.linalg.solve(matrix, source) / m, asymmetry


# Model parameters in atomic units
m, D, rho, s, T = 0.3, 0.3, 400.0, 0.0035, 0.001
c = rho * s**2
gamma = m * s**2 / T
k_th = np.sqrt(2 * m * T)
mu0 = mobility_formula(m, T, D, c)

# Emission and absorption weights of a thermal oscillator (M = omega = 1)
h, T_osc = 0.04, 2.0
grid = np.arange(-350, 351) * h
levels, vectors = eigh_tridiagonal(
    1 / h**2 + grid**2 / 2, np.full(grid.size - 1, -0.5 / h**2),
    select="i", select_range=(0, 59))
prob = np.exp(-(levels - levels[0]) / T_osc)
prob /= prob.sum()
x_matrix = vectors.T @ (grid[:, None] * vectors)
step2 = np.diag(x_matrix, 1)**2
emission = np.sum(prob[:-1] * step2)
absorption = np.sum(prob[1:] * step2)
n_bose = 1 / np.expm1(1 / T_osc)
# tolerance covers the finite-difference error of the grid
assert abs(emission / ((n_bose + 1) / 2) - 1) < 5e-3
assert abs(absorption / (n_bose / 2) - 1) < 5e-3

# Momentum relaxation rate from an explicit sum over states in a box
initial = np.array([15, 20, 0])
radius = np.sqrt(initial @ initial)
box = 2 * np.pi * radius / k_th
n = np.arange(-33, 34)
nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
length = np.sqrt(nx**2 + ny**2 + nz**2)
cosine = (nx * initial[0] + ny * initial[1] + nz * initial[2])
cosine = cosine / (np.maximum(length, 1) * radius)
sigma = 0.08 * T
delta = np.exp(-((length / radius)**2 * T - T)**2 / (2 * sigma**2))
delta /= np.sqrt(2 * np.pi) * sigma
rate_sum = 2 * np.pi * D**2 * T / (c * box**3) * np.sum(delta * (1 - cosine))
rate_th = elastic_rate(T, m, T, D, c)
# tolerance covers the finite width of the broadened delta function
assert abs(rate_sum / rate_th - 1) < 5e-3

# Drift velocity per unit force from the driven distribution in momentum space
p_axis = (np.arange(-50, 50) + 0.5) * 0.12 * k_th
px, py, pz = np.meshgrid(p_axis, p_axis, p_axis, indexing="ij")


def maxwell(pz_value):
    return np.exp(-(px**2 + py**2 + pz_value**2) / (2 * m * T))


dp = 1e-3 * k_th
slope_f0 = (maxwell(pz + dp) - maxwell(pz - dp)) / (2 * dp)
tau_grid = 1 / elastic_rate((px**2 + py**2 + pz**2) / (2 * m), m, T, D, c)
mu_drift = np.sum(pz / m * (-tau_grid * slope_f0)) / np.sum(maxwell(pz))
assert abs(mu_drift / mu0 - 1) < 2e-3

# Full inelastic Boltzmann equation
mu_inel, asym = inelastic_mobility(m, T, D, c, s)
mu_more, _ = inelastic_mobility(m, T, D, c, s, n_basis=8)
assert asym < 1e-4
assert abs(mu_more / mu_inel - 1) < 1e-3
assert abs(mu_inel / mu0 - 1) < 0.01

# Coefficient of the first inelastic correction, slow sound at fixed c
s_slow = s / 6
gamma_slow = m * s_slow**2 / T
mu_slow, _ = inelastic_mobility(m, T, D, c, s_slow)
coefficient = (mu_slow / mu0 - 1) / gamma_slow
# tolerance covers terms of higher order in m s^2 / T
assert abs(coefficient / (23 / 18) - 1) < 0.02

# Local exponents from the inelastic equation
f = 1.05
power_T = np.log(inelastic_mobility(m, T * f, D, c, s)[0]
                 / inelastic_mobility(m, T / f, D, c, s)[0]) / (2 * np.log(f))
power_m = np.log(inelastic_mobility(m * f, T, D, c, s)[0]
                 / inelastic_mobility(m / f, T, D, c, s)[0]) / (2 * np.log(f))
assert abs(power_T + 1.5 + 23 / 18 * gamma) < 1e-3
assert abs(power_m + 2.5 - 23 / 18 * gamma) < 1e-3
mu_2T, _ = inelastic_mobility(m, 2 * T, D, c, s)
mu_2m, _ = inelastic_mobility(2 * m, T, D, c, s)

# Cold case, where the leading formula must fail
T_cold = T / 100
mu0_cold = mobility_formula(m, T_cold, D, c)
mu_cold, _ = inelastic_mobility(m, T_cold, D, c, s)
mu_cold_more, _ = inelastic_mobility(m, T_cold, D, c, s, n_basis=8)
assert abs(mu_cold_more / mu_cold - 1) < 0.02
assert abs(mu_cold / mu0_cold - 1) > 0.1

# Unit conversions
constant = {name: physical_constants[name][0] for name in (
    "hartree-kelvin relationship", "atomic unit of velocity",
    "atomic unit of electric field", "atomic unit of length")}
kelvin = constant["hartree-kelvin relationship"]
to_cm2 = 1e4 * (constant["atomic unit of velocity"]
                / constant["atomic unit of electric field"])
bohr_cm = 100 * constant["atomic unit of length"]
tau_th = 1 / rate_th
density_scale = 2 * (m * T / (2 * np.pi))**1.5

print(f"band mass m = {m} m_e")
print(f"deformation potential D = {D} hartree")
print(f"mass density rho = {rho:.0f} m_e/bohr^3")
print(f"sound speed s = {s} a.u.")
print(f"elastic constant c = {c:.4f} hartree/bohr^3")
print(f"thermal energy T = {T} hartree = {T * kelvin:.1f} K")
print(f"wave number at E=T: {k_th:.5f} 1/bohr")
print(f"phonon energy at q=2k, over T: {2 * s * k_th / T:.4f}")
print(f"m s^2/T = {gamma:.6f}")
print(f"oscillator test, T/omega = {T_osc}, Bose number {n_bose:.4f}")
print(f"  emission weight {emission:.4f}, absorption {absorption:.4f}")
print(f"rate at E=T, formula: {rate_th:.5e} a.u.")
print(f"rate at E=T, box sum: {rate_sum:.5e} a.u.")
print(f"relaxation time at E=T: {tau_th:.0f} a.u.")
print(f"mean relaxation time: {mu0 * m:.0f} a.u.")
print(f"T times tau at E=T: {T * tau_th:.2f}")
print(f"mean free path at E=T: {k_th / m * tau_th:.0f} bohr")
print(f"density scale 2(mT/2pi)^(3/2): {density_scale:.3e} 1/bohr^3")
print(f"  the same: {density_scale / bohr_cm**3:.3e} 1/cm^3")
print(f"mobility, formula: {mu0:.0f} a.u. = {mu0 * to_cm2:.0f} cm^2/(V s)")
print(f"mobility, momentum integral: {mu_drift:.0f} a.u.")
print(f"mobility, inelastic: {mu_inel:.0f} a.u.")
print(f"inelastic/formula - 1: {mu_inel / mu0 - 1:.5f}")
print(f"predicted (23/18) m s^2/T: {23 / 18 * gamma:.5f}")
print(f"relative asymmetry of collision matrix: {asym:.1e}")
print(f"relative change, 6 to 8 basis functions: {mu_more / mu_inel - 1:.1e}")
print(f"slow-sound test, m s^2/T = {gamma_slow:.3e}")
print(f"  correction coefficient {coefficient:.4f}, 23/18 = {23 / 18:.4f}")
print(f"inelastic exponent of T: {power_T:.4f}")
print(f"inelastic exponent of m: {power_m:.4f}")
print(f"T doubled: formula {mobility_formula(m, 2 * T, D, c):.0f} a.u.")
print(f"  inelastic {mu_2T:.0f} a.u., ratio {mu_2T / mu_inel:.4f}")
print(f"  power-law ratio 2^(-3/2) = {2**-1.5:.4f}")
print(f"m doubled: formula {mobility_formula(2 * m, T, D, c):.0f} a.u.")
print(f"  inelastic {mu_2m:.0f} a.u., ratio {mu_2m / mu_inel:.4f}")
print(f"  power-law ratio 2^(-5/2) = {2**-2.5:.4f}")
print(f"cold case: T = {T_cold:.0e} hartree = {T_cold * kelvin:.2f} K")
print(f"  m s^2/T = {m * s**2 / T_cold:.4f}")
print(f"  inelastic/formula mobility: {mu_cold / mu0_cold:.2f}")
print("all good")
```

Running it gives:

```
band mass m = 0.3 m_e
deformation potential D = 0.3 hartree
mass density rho = 400 m_e/bohr^3
sound speed s = 0.0035 a.u.
elastic constant c = 0.0049 hartree/bohr^3
thermal energy T = 0.001 hartree = 315.8 K
wave number at E=T: 0.02449 1/bohr
phonon energy at q=2k, over T: 0.1715
m s^2/T = 0.003675
oscillator test, T/omega = 2.0, Bose number 1.5415
  emission weight 1.2705, absorption 0.7709
rate at E=T, formula: 4.29629e-05 a.u.
rate at E=T, box sum: 4.29283e-05 a.u.
relaxation time at E=T: 23276 a.u.
mean relaxation time: 17509 a.u.
T times tau at E=T: 23.28
mean free path at E=T: 1900 bohr
density scale 2(mT/2pi)^(3/2): 6.598e-07 1/bohr^3
  the same: 4.453e+18 1/cm^3
mobility, formula: 58365 a.u. = 2483 cm^2/(V s)
mobility, momentum integral: 58365 a.u.
mobility, inelastic: 58640 a.u.
inelastic/formula - 1: 0.00472
predicted (23/18) m s^2/T: 0.00470
relative asymmetry of collision matrix: 1.7e-13
relative change, 6 to 8 basis functions: 2.2e-06
slow-sound test, m s^2/T = 1.021e-04
  correction coefficient 1.2779, 23/18 = 1.2778
inelastic exponent of T: -1.5047
inelastic exponent of m: -2.4953
T doubled: formula 20635 a.u.
  inelastic 20684 a.u., ratio 0.3527
  power-law ratio 2^(-3/2) = 0.3536
m doubled: formula 10317 a.u.
  inelastic 10415 a.u., ratio 0.1776
  power-law ratio 2^(-5/2) = 0.1768
cold case: T = 1e-05 hartree = 3.16 K
  m s^2/T = 0.3675
  inelastic/formula mobility: 1.68
all good
```
